# Trapped Oxide Charge from First-Order Capture under Constant Injected Current: a numerical check

```python
"""
Result under test: oxide charge trapped per unit area by first-order capture
without detrapping, under a constant injected current density J,
    Q(t) = q N (1 - exp(-sigma J t / q)).
q: elementary charge (C), N: areal trap density (cm^-2),
sigma: capture cross-section per crossing carrier (cm^2),
J: injected current density (A/cm^2), t: time (s).
Also tested: the effect of flux lost to traps inside the oxide, and of emission.
Dimensionless: A = sigma N (trap opacity), T = sigma J t / q (scaled time).
"""
import numpy as np
from scipy.constants import e as q
from scipy.integrate import solve_ivp

N = 1.0e12
sigma = 1.0e-15
J = 1.0e-6
capture_rate = sigma * J / q
tau = 1.0 / capture_rate


def trapped_charge(t):
    """Closed law, C/cm^2."""
    return -q * N * np.expm1(-sigma * J * t / q)


def integrate_filling(current, t_end, emission=0.0):
    """Filled fraction from numerical integration of the rate equation."""
    def rate(t, f):
        return sigma * current(t) / q * (1.0 - f) - emission * f
    sol = solve_ivp(rate, (0.0, t_end), [0.0], rtol=1e-9, atol=1e-12,
                    max_step=t_end / 50)
    return sol.y[0, -1]


def empty_opacity(A, T):
    """Closed result for sigma times the empty areal density, with flux loss."""
    return np.log1p(np.expm1(A) * np.exp(-T))


def layered_empty_opacity(A, T, profile):
    """Same quantity from the local flux and trap equations in thin layers."""
    start = A * profile / profile.sum()

    def rate(_, a):
        transmission = (1.0 - a / 2) / (1.0 + a / 2)
        flux = np.concatenate(([1.0], np.cumprod(transmission)))
        return np.diff(flux)
    sol = solve_ivp(rate, (0.0, T), start, rtol=1e-9, atol=1e-13)
    return sol.y[:, -1].sum()


print("INPUTS")
print(f"elementary charge q = {q:.6e} C")
print(f"trap density N = {N:.1e} cm^-2")
print(f"cross-section sigma = {sigma:.1e} cm^2")
print(f"current density J = {J:.1e} A/cm^2")

# Random carriers cross a plane of non-overlapping discs, one per unit cell.
# A disc hit at least once is filled; later hits pass without effect.
rng = np.random.default_rng(12345)
side = 200
disc_area = 0.05
traps = side * side
scaled_times = [0.5, 1.0, 2.0]
carriers = [int(round(T * traps / disc_area)) for T in scaled_times]
points = rng.random((carriers[-1], 2)) * side
cells = np.floor(points).astype(int)
offset = points - cells - 0.5
hit = (offset**2).sum(axis=1) < disc_area / np.pi
cell_index = cells[:, 0] * side + cells[:, 1]
print("RANDOM CARRIERS ON DISCS")
print(f"number of discs = {traps}, disc area / cell area = {disc_area}")
for T, count in zip(scaled_times, carriers):
    filled = np.unique(cell_index[:count][hit[:count]]).size / traps
    law = trapped_charge(T * tau) / (q * N)
    spread = np.sqrt(law * (1 - law) / traps)
    assert abs(filled - law) < 4 * spread
    print(f"T = {T:.1f}: carriers {count}, filled fraction {filled:.4f}, "
          f"law {law:.4f}, std. dev. {spread:.4f}")

# Rate equation: constant current, then a varying one with equal total charge.
for t in (0.1 * tau, tau, 4 * tau):
    numeric = q * N * integrate_filling(lambda s: J, t)
    assert abs(numeric / trapped_charge(t) - 1) < 1e-6
t_pulse = 400.0
varying = integrate_filling(
    lambda s: J * (1 + 0.8 * np.cos(2 * np.pi * s / 100.0)), t_pulse)
assert abs(varying - trapped_charge(t_pulse) / (q * N)) < 1e-6

# Early trapping efficiency: trapped charge over injected charge.
t_early = 0.001 * tau
efficiency = q * N * integrate_filling(lambda s: J, t_early) / (J * t_early)
assert abs(efficiency / (sigma * N) - 1) < 1e-3

print("WORKED EXAMPLE")
print(f"time constant tau = {tau:.2f} s")
print(f"injected charge at tau = {J * tau:.4e} C/cm^2")
print(f"saturation charge qN = {q * N * 1e9:.2f} nC/cm^2")
print(f"initial trapping efficiency sigma N = {sigma * N:.1e}")
for fraction in (0.5, 0.9):
    t_fill = -tau * np.log1p(-fraction)
    assert abs(integrate_filling(lambda s: J, t_fill) - fraction) < 1e-6
    print(f"time to fill {100 * fraction:.0f}% = {t_fill:.1f} s")
for t in (10.0, 50.0, tau, 500.0, 1000.0):
    Q = trapped_charge(t)
    print(f"t = {t:7.2f} s: sigma J t/q = {t / tau:.4f}, "
          f"Q = {Q * 1e9:.2f} nC/cm^2, Q/(qN) = {Q / (q * N):.4f}")

# Flux loss: strong case, two depth profiles with the same total density.
depth = (np.arange(200) + 0.5) / 200
profiles = {"uniform": np.ones_like(depth),
            "front-weighted": 1 + 0.9 * np.cos(np.pi * depth)}
A_strong, T_test = 2.0, 1.0
closed = 1 - empty_opacity(A_strong, T_test) / A_strong
simple = 1 - np.exp(-T_test)
print("FLUX LOSS IN THE OXIDE")
print(f"sigma N = {A_strong:.1f}, T = {T_test:.1f}: simple law {simple:.4f}, "
      f"with flux loss {closed:.4f}")
for name, profile in profiles.items():
    layered = 1 - layered_empty_opacity(A_strong, T_test, profile) / A_strong
    # Layer discretization error is of order (opacity per layer)^2.
    assert abs(layered - closed) < 2e-4
    assert simple - layered > 0.1
    print(f"  layered solution, {name} traps: {layered:.4f}")

# Weak case: leading relative correction (A/2) exp(-T), next order about A.
A_weak = 0.02
layered = 1 - layered_empty_opacity(A_weak, T_test, profiles["uniform"]) / A_weak
deficit = 1 - layered / simple
leading = A_weak / 2 * np.exp(-T_test)
assert abs(deficit / leading - 1) < 2 * A_weak
print(f"sigma N = {A_weak}, T = {T_test:.1f}: relative deficit {deficit:.3e}, "
      f"leading term {leading:.3e}")
A_example = sigma * N
deficit_example = 1 - (1 - empty_opacity(A_example, 1.0) / A_example) / simple
print(f"worked example at tau: relative deficit {deficit_example:.2e}")

# Emission from filled traps lowers the saturation level.
emission = 0.1 * capture_rate
total_rate = capture_rate + emission
for t in (0.5 * tau, 2 * tau, 15 * tau):
    formula = -capture_rate / total_rate * np.expm1(-total_rate * t)
    assert abs(integrate_filling(lambda s: J, t, emission) - formula) < 1e-6
print("EMISSION AT ONE TENTH OF THE CAPTURE RATE")
print(f"capture rate = {capture_rate:.4e} s^-1, emission = {emission:.4e} s^-1")
print(f"saturation filled fraction = {capture_rate / total_rate:.4f}")

print("all tests passed")
```

It prints:

```
INPUTS
elementary charge q = 1.602177e-19 C
trap density N = 1.0e+12 cm^-2
cross-section sigma = 1.0e-15 cm^2
current density J = 1.0e-06 A/cm^2
RANDOM CARRIERS ON DISCS
number of discs = 40000, disc area / cell area = 0.05
T = 0.5: carriers 400000, filled fraction 0.3948, law 0.3935, std. dev. 0.0024
T = 1.0: carriers 800000, filled fraction 0.6336, law 0.6321, std. dev. 0.0024
T = 2.0: carriers 1600000, filled fraction 0.8683, law 0.8647, std. dev. 0.0017
WORKED EXAMPLE
time constant tau = 160.22 s
injected charge at tau = 1.6022e-04 C/cm^2
saturation charge qN = 160.22 nC/cm^2
initial trapping efficiency sigma N = 1.0e-03
time to fill 50% = 111.1 s
time to fill 90% = 368.9 s
t =   10.00 s: sigma J t/q = 0.0624, Q = 9.69 nC/cm^2, Q/(qN) = 0.0605
t =   50.00 s: sigma J t/q = 0.3121, Q = 42.95 nC/cm^2, Q/(qN) = 0.2681
t =  160.22 s: sigma J t/q = 1.0000, Q = 101.28 nC/cm^2, Q/(qN) = 0.6321
t =  500.00 s: sigma J t/q = 3.1208, Q = 153.15 nC/cm^2, Q/(qN) = 0.9559
t = 1000.00 s: sigma J t/q = 6.2415, Q = 159.91 nC/cm^2, Q/(qN) = 0.9981
FLUX LOSS IN THE OXIDE
sigma N = 2.0, T = 1.0: simple law 0.6321, with flux loss 0.3955
  layered solution, uniform traps: 0.3955
  layered solution, front-weighted traps: 0.3955
sigma N = 0.02, T = 1.0: relative deficit 3.685e-03, leading term 3.679e-03
worked example at tau: relative deficit 1.84e-04
EMISSION AT ONE TENTH OF THE CAPTURE RATE
capture rate = 6.2415e-03 s^-1, emission = 6.2415e-04 s^-1
saturation filled fraction = 0.9091
all tests passed
```
